# Two-electron kinetic balance and its Schrödinger limit for correlated functions

Two electrons move in a scalar potential $v$ and repel each other. In hartree atomic units, with the rest energy $2c^2$ subtracted, the Dirac-Coulomb Hamiltonian is

$$H=\sum_{i=1}^{2}\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+(\beta_i-1)c^2\right]+W,\qquad W=v(1)+v(2)+\frac1{r_{12}} .$$

The Breit interaction is left out. In the standard representation $\beta=\mathrm{diag}(1,-1)$, and $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in both off-diagonal blocks. The sixteen components form four blocks $\Psi^{LL},\Psi^{LS},\Psi^{SL},\Psi^{SS}$ of four spin components each; the first letter belongs to electron 1. Write $P_i=\boldsymbol\sigma_i\cdot\mathbf p_i$. The wave function is to be expanded in functions $g_k(\mathbf r_1,\mathbf r_2)$ that may depend on $r_{12}$, so it is not built from one-electron spinors.

## (a) The transformation

**Write the four block equations. Find how the small blocks follow from $\Psi^{LL}$ at large $c$, and turn this into a transformation of the basis.**

The operator $c\,\boldsymbol\alpha_i\cdot\mathbf p_i$ switches the letter of electron $i$ and applies $cP_i$. The term $(\beta_i-1)c^2$ gives $-2c^2$ for each letter $S$. Hence

$$\begin{aligned}
W\Psi^{LL}+cP_2\Psi^{LS}+cP_1\Psi^{SL}&=E\Psi^{LL},\\
cP_2\Psi^{LL}+(W-2c^2)\Psi^{LS}+cP_1\Psi^{SS}&=E\Psi^{LS},\\
cP_1\Psi^{LL}+(W-2c^2)\Psi^{SL}+cP_2\Psi^{SS}&=E\Psi^{SL},\\
cP_1\Psi^{LS}+cP_2\Psi^{SL}+(W-4c^2)\Psi^{SS}&=E\Psi^{SS}.
\end{aligned}$$

Keep $E$ and $\Psi^{LL}$ finite, and look for a solution with $\Psi^{LS},\Psi^{SL}\sim 1/c$ and $\Psi^{SS}\sim1/c^2$. In the second equation $cP_2\Psi^{LL}$ and $-2c^2\Psi^{LS}$ are of order $c$, and the rest is of order $1/c$. The third equation is alike. In the fourth, the leading terms are of order 1. Thus

$$\Psi^{LS}\simeq\frac{P_2}{2c}\Psi^{LL},\qquad \Psi^{SL}\simeq\frac{P_1}{2c}\Psi^{LL},$$

$$\Psi^{SS}\simeq\frac{P_1\Psi^{LS}+P_2\Psi^{SL}}{4c}\simeq\frac{P_1P_2+P_2P_1}{8c^2}\Psi^{LL}=\frac{P_1P_2}{4c^2}\Psi^{LL},$$

because $P_1$ and $P_2$ act on different electrons and commute. These relations hold only to leading order, so they are not imposed on the wave function. They fix the form of the basis instead:

$$\Psi=U\Phi,\qquad U=\mathrm{diag}\left(1,\ \frac{P_2}{2c},\ \frac{P_1}{2c},\ \frac{P_1P_2}{4c^2}\right).$$

The four blocks of $\Phi$ are independent, and each is expanded in the same set $g_k$ times spin. With $u(i)=\mathrm{diag}(1,P_i/2c)$ for one electron, $U=u(1)u(2)$. Exchange of the electrons turns this into $u(2)u(1)$, which is the same operator, so an antisymmetric $\Phi$ gives an antisymmetric $\Psi$.

## (b) The matrix equation

**Find the blocks of $U^\dagger HU$ and $U^\dagger U$.**

Since $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ and the components of $\mathbf p_i$ commute, $P_i^2=p_i^2$. Let $\tau_i=p_i^2/2$ and define the matrices

$$S=\langle g|g'\rangle,\quad T_i=\langle g|\tau_i|g'\rangle,\quad Q=\langle g|\tau_1\tau_2|g'\rangle,$$

$$W^{LS}=\langle P_2g|W|P_2g'\rangle,\quad W^{SL}=\langle P_1g|W|P_1g'\rangle,\quad W^{SS}=\langle P_1P_2g|W|P_1P_2g'\rangle .$$

The symbol $W$ also denotes the matrix $\langle g|W|g'\rangle$. All elements are assumed finite, and boundary terms are assumed to vanish when $P_i$ is moved from one side to the other. Part (f) shows a case in which an element is infinite.

The metric is block diagonal. Its LS element is $\langle g|P_2^2|g'\rangle/4c^2=T_2/2c^2$, and its SS element is $\langle g|p_1^2p_2^2|g'\rangle/16c^4=4Q/16c^4$. So

$$U^\dagger U=\mathrm{diag}\left(S,\ \frac{T_2}{2c^2},\ \frac{T_1}{2c^2},\ \frac{Q}{4c^4}\right).$$

For the Hamiltonian:

- LL-LS: $\langle g|cP_2\,P_2/2c|g'\rangle=T_2$. Likewise LL-SL is $T_1$.
- LS-LS: $W^{LS}/4c^2-2c^2\,(T_2/2c^2)=W^{LS}/4c^2-T_2$. Likewise SL-SL is $W^{SL}/4c^2-T_1$.
- LS-SS: $\langle P_2g|cP_1\,P_1P_2g'\rangle/(2c\cdot4c^2)=4Q/8c^2=Q/2c^2$. SL-SS is the same.
- SS-SS: $W^{SS}/16c^4-4c^2\,(Q/4c^4)=W^{SS}/16c^4-Q/c^2$.

LL-SS and LS-SL vanish, since $H$ has no term that switches both letters. Call the coefficient vectors of the four blocks $a,b,d,f$ and set $\eta=1/c^2$. After the last row is multiplied by $c^2$, the equation reads

$$\begin{aligned}
Wa+T_2b+T_1d&=ESa,\\
T_2(a-b)+\eta\left[\tfrac14W^{LS}b+\tfrac12Qf\right]&=\tfrac12\eta E\,T_2b,\\
T_1(a-d)+\eta\left[\tfrac14W^{SL}d+\tfrac12Qf\right]&=\tfrac12\eta E\,T_1d,\\
Q\left[\tfrac12(b+d)-f\right]+\tfrac1{16}\eta W^{SS}f&=\tfrac14\eta E\,Qf .
\end{aligned}$$

## (c) The limit $c\to\infty$

**Find what the equation becomes at fixed basis, and how many levels stay finite.**

First, $T_1,T_2,Q$ are positive definite. For $g=\sum_kx_kg_k$ one has $x^\dagger T_ix=\frac12\|P_ig\|^2$ and $x^\dagger Qx=\frac14\|P_1P_2g\|^2$. In momentum space these are integrals of $|\hat g|^2$ times $p_i^2/2$ or $p_1^2p_2^2/4$. The weights vanish only on a set of measure zero, so the integrals are positive for every square-integrable $g\neq0$.

At $\eta=0$ the second and third rows therefore give $b=a$ and $d=a$, and the fourth gives $f=\frac12(b+d)=a$. The first row becomes

$$(W+T_1+T_2)\,a=E\,S\,a ,$$

the Schrödinger matrix equation in the basis $g_k$. For small $\eta$ and bounded $E$ the three small rows remain solvable and give $b,d,f$ as power series in $\eta$ acting on $a$. The corrections to the first row are thus of order $\eta=1/c^2$.

To count the levels, orthonormalize each block by

$$a=S^{-1/2}\tilde a,\quad b=\sqrt2\,c\,T_2^{-1/2}\tilde b,\quad d=\sqrt2\,c\,T_1^{-1/2}\tilde d,\quad f=2c^2Q^{-1/2}\tilde f .$$

The metric becomes the unit matrix and the Hamiltonian becomes $c^2K_0+cK_1+K_2$. Here $K_0=\mathrm{diag}(0,-2,-2,-4)$, $K_2$ is block diagonal and independent of $c$, and $K_1$ couples only blocks that differ in one letter. Its LL-LS block, for example, is $\sqrt2\,S^{-1/2}T_2^{1/2}$. Divided by $c^2$, the matrix tends to $K_0$. With $n$ functions per block, spin included, $n$ levels belong to the group at 0, $2n$ to that near $-2c^2$ and $n$ to that near $-4c^2$. $K_1$ has no elements inside a group, so there is no shift of order $c$. In the upper group the second-order term is

$$K_1\frac{1}{0-K_0}K_1=\tfrac12\cdot2\,S^{-1/2}(T_2+T_1)S^{-1/2},$$

and with $S^{-1/2}WS^{-1/2}$ from $K_2$ this is again the Schrödinger matrix. The kinetic energy of the large block thus arises from the excursion LL→LS→LL and its partner through SL.

The basis is held fixed while $c$ grows. The groups are separated once $c^2$ is large compared with the kinetic energies the basis can represent and with the potential energies in $K_2$. Nothing is claimed about completing the basis first: the unprojected $H$ then has states with one electron in the positive and one in the negative continuum, and these overlap the bound levels in energy.

## (d) The first correction

**For a nondegenerate level find $E_2$ in $E=E_0+E_2/c^2+\dots$**

Degeneracy due to symmetry is removed by working within one symmetry type. Let $x=(a,b,d,f)$, and let $F(x,\eta,E)$ be the quadratic form of $U^\dagger HU-E\,U^\dagger U$:

$$\begin{aligned}
F={}&a^\dagger(W-ES)a+2\,\mathrm{Re}(a^\dagger T_2b+a^\dagger T_1d)-b^\dagger T_2b-d^\dagger T_1d\\
&+\eta\left[\tfrac14b^\dagger W^{LS}b+\tfrac14d^\dagger W^{SL}d+\mathrm{Re}\,(b+d)^\dagger Qf-f^\dagger Qf\right]\\
&-\tfrac12\eta E\,(b^\dagger T_2b+d^\dagger T_1d)+O(\eta^2).
\end{aligned}$$

At a solution $F=0$, and $F$ is stationary in $x$. Differentiating $F=0$ along the solution therefore leaves only the explicit dependence, $\partial F/\partial\eta+(\partial F/\partial E)\,dE/d\eta=0$. At $\eta=0$ all four vectors equal the Schrödinger vector $a$. With $a^\dagger Sa=1$ one has $\partial F/\partial E=-1$, and the three $Q$ terms add to $1+1-1=1$. Hence

$$E_2=\tfrac14\langle W^{LS}+W^{SL}\rangle+\langle Q\rangle-\tfrac12E_0\langle T_1+T_2\rangle ,$$

where $\langle M\rangle=a^\dagger Ma$. The matrix $W^{SS}$ first enters at order $\eta^2$.

## (e) What each small block is for

**Find the effect of leaving out SS, and of using too few functions in LS and SL.**

*No SS block.* With $f=0$ the second and third rows still give $b=d=a$ at $\eta=0$. The limit survives, but the $Q$ terms disappear from $F$, and $E_2$ changes by $-\langle Q\rangle$.

Independent electrons show what is lost. Drop $1/r_{12}$ and put both electrons in the orbital $\varphi$, with $t=\langle\tau\rangle$, $\bar v=\langle v\rangle$, $w=\langle P\varphi|v|P\varphi\rangle$ and $e_0=t+\bar v$. The steps of (d) for one electron give $e_2=\frac14w-\frac12e_0t$. For the pair, $\|P\varphi\|^2=2t$ leads to

$$\tfrac14\langle W^{LS}+W^{SL}\rangle=2\cdot\tfrac14(2t\bar v+w)=t\bar v+\tfrac12w,\qquad -\tfrac12(2e_0)(2t)=-2e_0t .$$

Their sum is $\frac12w-e_0t+(\bar v-e_0)t=2e_2-t^2$. The missing $t^2$ is $\langle Q\rangle$. Without SS the energies of independent electrons do not add. With SS and a product basis they add at every $c$ for which the levels exist, since $U=u(1)u(2)$ makes the matrix a sum of one-electron matrices, each multiplied by the metric of the other electron.

*Too few functions in LS and SL.* Let these blocks contain only a subset $\kappa$ of the $g_k$. The LS row at $\eta=0$ is then $(T_2)_{\kappa,\text{all}}\,a=(T_2)_{\kappa\kappa}\,b$, and the first row contains

$$T_2^{\rm proj}=(T_2)_{\text{all},\kappa}\,(T_2)_{\kappa\kappa}^{-1}\,(T_2)_{\kappa,\text{all}}$$

in place of $T_2$. Its expectation value is $\frac12\|\Pi P_2g\|^2$, where $\Pi$ projects on the span of the functions $P_2g_k$ with $k$ in $\kappa$. This cannot exceed $\frac12\|P_2g\|^2$. Kinetic energy is lost, and the lowest limiting level lies at or below the Schrödinger value.

## (f) Singlet spin and the electron-electron cusp

**Reduce the elements for real $g$ and the singlet spin function $\chi$, and decide whether a factor linear in $r_{12}$ is allowed.**

In the singlet $\langle\boldsymbol\sigma_2\rangle=0$, so $\chi^\dagger\sigma_{2a}\sigma_{2b}\chi=\delta_{ab}$ and $W^{LS}=\int W\,\nabla_2g\cdot\nabla_2g'$, without a spin-orbit part. For SS let $M_{ab}=\partial_{1a}\partial_{2b}g$. With $\mathbf p=-i\nabla$ and $\boldsymbol\sigma_2\chi=-\boldsymbol\sigma_1\chi$,

$$P_1P_2\,g\chi=-M_{ab}\sigma_{1a}\sigma_{2b}\chi=M_{ab}\sigma_{1a}\sigma_{1b}\chi=(\mathrm{tr}M+i\boldsymbol\sigma_1\cdot\mathbf m)\chi,\qquad m_c=\epsilon_{abc}M_{ab}.$$

The cross terms vanish in the singlet, so $W^{SS}=\int W\,(\mathrm{tr}M\,\mathrm{tr}M'+\mathbf m\cdot\mathbf m')$.

Now take $g=r_{12}$ near coalescence, with $\mathbf n=\mathbf r_{12}/r_{12}$. Then $M_{ab}=-(\delta_{ab}-n_an_b)/r_{12}$, so $\mathrm{tr}M=-2/r_{12}$, $\mathbf m=0$ and

$$P_1P_2\,r_{12}\chi=-\frac{2}{r_{12}}\chi .$$

The norm integral $\int4\pi r^2\,(4/r^2)\,dr$ converges at small $r$, but the repulsion gives

$$\int4\pi r^2\,\frac1r\,\frac4{r^2}\,dr=16\pi\int\frac{dr}{r},$$

which diverges logarithmically. The prefactor $1/16c^4$ does not help: the element is infinite at every finite $c$, and the matrix of (b) does not exist. The linear factor that suits the nonrelativistic singlet cusp is thus excluded here. For a Gaussian factor $e^{-\gamma r_{12}^2}$, $M$ is finite at coalescence, the integrand behaves as $r\,dr$, and the element is finite.

## (g) A worked case

**Test the limit for $v(r)=-V_0e^{-\kappa r^2}$ with $V_0=10$ hartree and $\kappa=1$ bohr$^{-2}$.**

The basis consists of 18 functions $\exp(-ar_1^2-br_2^2-\gamma r_{12}^2)$ with singlet spin, where $a,b\in\{0.9,2.0,4.5\}$ and $\gamma\in\{0,1.5\}$ in bohr$^{-2}$. It is closed under exchange, and the lowest level was tested to have the exchange symmetry of a fermion state. The blocks of (b) were compared with direct integration of the explicit $16\times16$ operator for three pairs of functions at $c=2$, the potential blocks for singlet spin only; the largest deviation was $7\times10^{-15}$.

The Schrödinger energy in this basis is $E_0=-7.21578$ hartree. Without the functions with $\gamma=1.5$ it is $-7.18179$ hartree, so adding these functions lowers it by 0.0340 hartree. This gain is almost entirely correlation, not a repair of the small radial basis: if the products are first extended to 36, with $a,b\in\{0.4,0.9,2.0,4.5,10,20\}$, the same nine functions still lower the energy by 0.0339 hartree. These are energies of a small basis, not converged energies of the model.

With $\langle T_1+T_2\rangle=4.23064$ hartree, the last term of $E_2$ is $7.21578\times4.23064/2=15.2637$, and in atomic units

$$E_2=-21.6260+4.4318+15.2637=-1.9305 .$$

The formula predicts a shift of $-1.9305/137.036^2=-1.028\times10^{-4}$ hartree at the physical $c$. The full 72-dimensional equation gives $-1.028\times10^{-4}$ hartree, or $-2.80\times10^{-3}$ eV. The remainder $c^2(E-E_0)-E_2$ falls by a factor 4.000 when $c$ is doubled, as a next term of order $1/c^4$ in $E$ requires.

The coefficients behave as in (c). The deviation of $b$ from $a$, relative to $a$ in the norm set by $T_2$, is $5.77\times10^{-5}$ at the physical $c$ and $1.44\times10^{-5}$ at twice that value. For $f$, in the norm set by $Q$, the figures are $9.30\times10^{-5}$ and $2.33\times10^{-5}$. The 72 levels split into 18, 36 and 18.

The two faults of (e) differ greatly in size:

- Without SS, $c^2(E-E_0)$ is $-6.3623$ at eight times the physical $c$, in agreement with $-1.9305-4.4318$. The limit is right, but the leading relativistic shift is 3.3 times its value with SS.
- With only the 8 functions without exponent 4.5 in LS and SL, the level at $c=10\,000$ is $-12.8189$ hartree, equal to the projected limit to the digits shown. It lies 5.603 hartree below $E_0$, and a larger $c$ does not cure it.

For independent electrons the pair energy equals twice the one-electron Dirac energy to the printed precision. Without SS it is too low by $2.908\times10^{-4}$ hartree, as $t^2/c^2$ predicts.

Finally, for $r_{12}e^{-r_1^2-r_2^2}$ the squared envelope at coalescence is $e^{-4R^2}$, whose integral over $\mathbf R$ is $(\pi/4)^{3/2}$. Each decade of $r_{12}$ should then add $16\pi(\pi/4)^{3/2}\ln10=80.560$ atomic units to the SS element of $1/r_{12}$. Integration gives 80.560 both between $10^{-4}$ and $10^{-3}$ bohr and in the decade below. With the factor $e^{-1.5r_{12}^2}$ in place of $r_{12}$, the first of these decades contributes $4.8\times10^{-4}$. Except for the comparison with 36 products, the complete values are in the numerical output.

## Computed values

```
well depth V0 = 10.0 hartree, kappa = 1.0 bohr^-2
orbital exponents a, b (bohr^-2): [0.9, 2.0, 4.5]
geminal exponents gamma (bohr^-2): [0.0, 1.5]
functions per block n = 18, matrix dimension = 72
condition number of overlap S = 1.9e+05
16x16 definition vs derived blocks, largest error = 7.1e-15 (at c = 2)
Schroedinger E0, geminal basis = -7.21578313 hartree
Schroedinger E0, gamma=0 products only = -7.18178826 hartree
<T1+T2> = 4.230636 hartree
E2 part <W_LS+W_SL>/4 = -21.626009 a.u.
E2 part <T1 T2> = 4.431847 a.u.
E2 part -E0<T1+T2>/2 = 15.263676 a.u.
E2 total = -1.930485 a.u.
c = 137.0360 a.u.: E = -7.21588593 hartree, c^2(E-E0) = -1.93044 a.u.
   relative deviation LS-LL = 5.773e-05, SS-LL = 9.301e-05
c = 274.0720 a.u.: E = -7.21580883 hartree, c^2(E-E0) = -1.93047 a.u.
   relative deviation LS-LL = 1.443e-05, SS-LL = 2.325e-05
c = 548.1440 a.u.: E = -7.21578956 hartree, c^2(E-E0) = -1.93048 a.u.
   relative deviation LS-LL = 3.608e-06, SS-LL = 5.813e-06
c = 1096.2880 a.u.: E = -7.21578474 hartree, c^2(E-E0) = -1.93048 a.u.
   relative deviation LS-LL = 9.021e-07, SS-LL = 1.453e-06
ratio of residuals c^2(E-E0)-E2, c to 2c = 4.000
relativistic shift at physical c = -1.0280e-04 hartree = -2.7973e-03 eV
levels: upper 18, near -2c^2 36, near -4c^2 18
no SS block: c^2(E-E0) at 8c = -6.36233 a.u., E2-<T1T2> = -6.36233 a.u.
functions kept in short LS and SL spaces = 8
short LS, SL: level at c = 10000 a.u. = -12.818859 hartree
short LS, SL: projected limit = -12.818859 hartree
one electron, Schroedinger energy = -4.28047831 hartree
one electron, Dirac energy e1 = -4.28054344 hartree
independent pair: E - 2 e1 = 0.0e+00 hartree
independent pair, no SS: E - 2 e1 = -2.90791e-04 hartree
predicted defect -<T>^2/c^2 = -2.90812e-04 hartree
SS element of 1/r12 for r12*exp(-r1^2-r2^2), per decade of r12 (a.u.):
   1e-4..1e-3 bohr: 80.56011; 1e-5..1e-4 bohr: 80.56017
   logarithmic law: 80.56017
   Gaussian factor exp(-1.5 r12^2), 1e-4..1e-3 bohr: 4.84e-04
```
